# Does the Gutzwiller wave function describe a Mott transition?: verification in Python

```python
"""Gutzwiller state g^D |Fermi sea> of the half-filled Hubbard model.

Result under test: on finite bipartite closed-shell lattices the optimal g is
positive at every finite U, and for the chain this survives L -> infinity.
The Brinkman-Rice threshold U_c = 8|eps0| belongs to the approximation that
counts configurations with equal weights.
Symbols: t = 1 hopping and energy unit; L sites; D number of doublons;
d = <D>/L; tau = kinetic energy per site; eps0 = tau at g = 1;
nu = limit of d/g^2 for g -> 0 on a finite lattice.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import gammaln, logsumexp


class Cluster:
    """Enumerates a half-filled cluster; bonds are (i, j, phase)."""

    def __init__(self, n_sites, bonds):
        self.L = n_sites
        n_el = n_sites // 2
        one = np.zeros((n_sites, n_sites), complex)
        for i, j, phase in bonds:
            one[i, j] -= np.exp(1j * phase)
            one[j, i] -= np.exp(-1j * phase)
        if np.max(np.abs(one.imag)) < 1e-14:
            one = one.real
        levels, orbitals = np.linalg.eigh(one)
        assert levels[n_el] - levels[n_el - 1] > 1e-6
        self.eps0 = 2 * levels[:n_el].sum() / n_sites
        sets = list(combinations(range(n_sites), n_el))
        masks = [sum(1 << i for i in s) for s in sets]
        index = {m: k for k, m in enumerate(masks)}
        self.amp = np.linalg.det(orbitals[np.array(sets), :n_el])
        occ = np.zeros((len(sets), n_sites), np.float32)
        for k, s in enumerate(sets):
            occ[k, list(s)] = 1
        self.doublons = np.rint(occ @ occ.T).astype(np.int16)
        rows, cols, vals = [], [], []
        for col, mask in enumerate(masks):
            for i, j, _ in bonds:
                for to, fr in ((i, j), (j, i)):
                    if (mask >> fr) & 1 and not (mask >> to) & 1:
                        low, high = min(to, fr), max(to, fr)
                        between = (mask >> (low + 1)) & ((1 << (high-low-1)) - 1)
                        sign = -1 if between.bit_count() % 2 else 1
                        rows.append(index[mask ^ (1 << fr) ^ (1 << to)])
                        cols.append(col)
                        vals.append(sign * one[to, fr])
        self.hop = coo_matrix((vals, (rows, cols)),
                              shape=(len(sets), len(sets))).tocsr()
        residual = self.hop @ self.amp - self.eps0 * n_sites / 2 * self.amp
        assert np.max(np.abs(residual)) < 1e-10
        weight = np.abs(self.amp)**2
        self.norm = np.zeros(n_el + 1)
        for a, row in enumerate(self.doublons):
            self.norm += weight[a] * np.bincount(
                row, weights=weight, minlength=n_el + 1)
        # Coefficient p multiplies g^p, p = doublons before + after a hop.
        self.kin = np.zeros(2 * n_el + 1)
        for a, b, value in zip(rows, cols, vals):
            factor = 2 * (np.conj(self.amp[a]) * value * self.amp[b]).real
            self.kin += factor * np.bincount(
                self.doublons[a] + self.doublons[b],
                weights=weight, minlength=2 * n_el + 1)
        self.nu = self.norm[1] / (n_sites * self.norm[0])

    def z(self, g):
        return np.sum(self.norm * g**(2 * np.arange(len(self.norm))))

    def d(self, g):
        count = np.arange(len(self.norm))
        return np.sum(count * self.norm * g**(2 * count)) / self.z(g) / self.L

    def tau(self, g):
        return np.sum(self.kin * g**np.arange(len(self.kin))) / self.z(g) / self.L

    def optimum(self, u):
        fit = minimize_scalar(lambda g: self.tau(g) + u * self.d(g),
                              bounds=(0, 1), method="bounded",
                              options={"xatol": 1e-11, "maxiter": 500})
        return fit.x, fit.fun


def ring(n, flux=0.0):
    return Cluster(n, [(i, (i + 1) % n, flux if i == n - 1 else 0.0)
                       for i in range(n)])


def ring_factors(n):
    odd = np.arange(1, n, 2)
    return odd / n, (n - odd) / n


def ring_d(n, g):
    single, double = ring_factors(n)
    return np.sum(g*g * double / (single + g*g * double)) / n


def chain_d(g):
    y = g * g
    return y * (-np.log(y) - (1 - y)) / (2 * (1 - y)**2)


# Enumerated rings against the product formula and the kinetic bound.
rings = {n: ring(n) for n in (6, 10, 14)}
for n, c in rings.items():
    single, double = ring_factors(n)
    assert np.all(c.kin <= 1e-12)
    for g in (0.03, 0.2, 0.6, 0.9):
        assert abs(c.z(g) / np.prod(single + g*g * double) - 1) < 1e-9
        assert abs(c.d(g) - ring_d(n, g)) < 1e-10
        assert c.tau(g) <= 2 * g * c.eps0 / (1 + g*g) + 1e-12
for g in (0.05, 0.2, 0.6):
    assert abs(ring_d(200002, g) / chain_d(g) - 1) < 1e-4
small = 1e-4
assert abs(chain_d(small) / (small**2 * (np.log(1/small) - 0.5)) - 1) < 1e-5

# Finite-lattice theorem in one, two and three dimensions.
square = Cluster(10, [(i, (i + s) % 10, 0.0) for i in range(10) for s in (1, 3)])
cube = Cluster(8, [(i, i ^ b, 0.0) for i in range(8) for b in (1, 2, 4)
                   if i < i ^ b])
clusters = {"ring, 14 sites": rings[14], "square, 10 sites": square,
            "open cube, 8 sites": cube}
for c in clusters.values():
    assert abs(c.norm[0] - np.sum(np.abs(c.amp)**4)) < 1e-12
    step = 1e-6
    assert abs(c.tau(step) / step / (2 * c.eps0) - 1) < 1e-4
    for u in (10.0, 100.0, 1e4):
        g_best, e_best = c.optimum(u)
        assert g_best > 0 and e_best < 0
    assert abs(g_best * c.nu * u / abs(c.eps0) - 1) < 0.01
    assert abs(e_best * c.nu * u / c.eps0**2 + 1) < 0.01


# Equal-weight configuration counting, evaluated as a finite sum.
def log_count(m, up, down, both):
    return (gammaln(m + 1) - gammaln(both + 1) - gammaln(up - both + 1)
            - gammaln(down - both + 1) - gammaln(m - up - down + both + 1))


def counting(n, g):
    half = n // 2
    both = np.arange(half + 1)
    logs = log_count(n, half, half, both) + 2 * both * np.log(g)
    log_z = logsumexp(logs)
    mean_d = np.sum(both * np.exp(logs - log_z)) / n
    terms = []
    for left in (0, 1):
        for right in (0, 1):
            down = half - left - right
            both = np.arange(max(0, half - 1 + down - n + 2),
                             min(half - 1, down) + 1)
            terms.append(logsumexp(log_count(n - 2, half - 1, down, both)
                                   + (2*both + left + right) * np.log(g)))
    return mean_d, logsumexp(terms) - log_z


for g in (0.1, 0.3, 0.7):
    mean_d, log_hop = counting(4000, g)
    _, log_free = counting(4000, 1.0)
    assert abs(mean_d / (g / (2 * (1 + g))) - 1) < 3e-3
    assert abs(np.exp(log_hop - log_free) / (4*g / (1 + g)**2) - 1) < 3e-3

eps_chain = -4 / np.pi
assert abs(ring_d(2, 1.0) - 0.25) < 1e-14
k = (np.arange(100000) + 0.5) / 100000 * np.pi / 2
assert abs(-2 * np.mean(np.cos(k)) - eps_chain) < 1e-8
u_c = 8 * abs(eps_chain)


def approximation(u):
    d = max(0.0, (1 - u / u_c) / 4)
    energy = -abs(eps_chain) * (1 - u / u_c)**2 if u < u_c else 0.0
    return d, energy


d_grid = np.linspace(0, 0.25, 100001)
for u in (4.0, 8.0, 12.0, 20.0):
    energy = 8 * d_grid * (1 - 2*d_grid) * eps_chain + u * d_grid
    assert abs(energy.min() - approximation(u)[1]) < 1e-8
    assert abs(d_grid[energy.argmin()] - approximation(u)[0]) < 1e-5

# Stiffness from a flux through the ring, with g optimized again.
u_test, twist = 12.0, 0.02
g0, e0 = rings[10].optimum(u_test)
e_plus = ring(10, 10 * twist).optimum(u_test)[1]
e_minus = ring(10, -10 * twist).optimum(u_test)[1]
stiffness = (e_plus + e_minus - 2 * e0) / twist**2
assert abs(stiffness / -rings[10].tau(g0) - 1) < 2e-3

# Exact ground-state energy of the ten-site ring.
c = rings[10]
eye = identity(len(c.amp), format="csr")
u_exact = 20.0
ham = kron(c.hop, eye) + kron(eye, c.hop) + diags(
    u_exact * c.doublons.ravel().astype(float))
g20, e20 = c.optimum(u_exact)
start = (np.outer(c.amp, c.amp) * g20**c.doublons).ravel()
exact = eigsh(ham.tocsr(), k=1, which="SA", v0=start, tol=1e-9)[0][0] / 10
assert exact < e20 < 0

print("Energies in units of t, per site; g, d, nu are dimensionless")
print(f"infinite chain: eps0 = {eps_chain:.5f} t")
print(f"Brinkman-Rice U_c of the approximation = {u_c:.4f} t")
print("Finite lattices: eps0 [t], slope de/dg at g=0 [t], nu")
for name, c in clusters.items():
    print(f"  {name}: {c.eps0:.5f}, {c.tau(1e-6)/1e-6:.4f}, {c.nu:.5f}")
print("Finite lattices at U = 100 t: best g, energy [t]")
for name, c in clusters.items():
    g, e = c.optimum(100.0)
    print(f"  {name}: {g:.6f}, {e:.6f}")
print("Growth of nu on rings")
for n in (10, 100, 1000, 10000):
    single, double = ring_factors(n)
    print(f"  L = about {n}: L used = {n + (2-n) % 4}, nu = "
          f"{np.sum(np.divide(*ring_factors(n + (2-n) % 4)[::-1]))/(n+(2-n)%4):.4f}")
print("Small g: d infinite chain, d approximation, lower bound |tau|/d [t]")
for g in (0.1, 0.01, 0.001):
    ratio = 2 * g * abs(eps_chain) / (1 + g*g) / chain_d(g)
    print(f"  g={g:g}: {chain_d(g):.4e}, {g/(2*(1+g)):.4e}, {ratio:.2f}")
print("Approximation for infinite chain: U [t], d, energy [t]")
for u in (4.0, 8.0, 12.0, 20.0):
    d, e = approximation(u)
    print(f"  {u:g}: {d:.5f}, {e:.6f}")
print("Gutzwiller state, 14-site ring: U [t], g, d, tau [t], energy [t]")
for u in (4.0, 8.0, 12.0, 20.0, 40.0):
    g, e = rings[14].optimum(u)
    print(f"  {u:g}: {g:.5f}, {rings[14].d(g):.6f}, "
          f"{rings[14].tau(g):.6f}, {e:.6f}")
print("Infinite chain, upper bound on energy: U [t], trial g, d, bound [t]")
g_grid = np.exp(np.linspace(np.log(1e-6), np.log(0.9), 200001))
for u in (12.0, 20.0, 40.0, 100.0):
    bound = 2*g_grid*eps_chain/(1 + g_grid**2) + u*chain_d(g_grid)
    best = bound.argmin()
    assert bound[best] < 0
    print(f"  {u:g}: {g_grid[best]:.5f}, {chain_d(g_grid[best]):.4e}, "
          f"{bound[best]:.6f}")
print(f"10-site ring, U = {u_test:g} t, twist step = {twist:g} rad per bond")
print(f"  stiffness from twist = {stiffness:.6f} t")
print(f"  minus kinetic energy = {-rings[10].tau(g0):.6f} t")
print(f"10-site ring, U = {u_exact:g} t: Gutzwiller energy = {e20:.6f} t")
print(f"  exact ground-state energy = {exact:.6f} t")
print("checks complete")
```

Output:

```
Energies in units of t, per site; g, d, nu are dimensionless
infinite chain: eps0 = -1.27324 t
Brinkman-Rice U_c of the approximation = 10.1859 t
Finite lattices: eps0 [t], slope de/dg at g=0 [t], nu
  ring, 14 sites: -1.28399, -2.5680, 1.45513
  square, 10 sites: -1.60000, -3.2000, 1.49310
  open cube, 8 sites: -1.50000, -3.0000, 1.31818
Finite lattices at U = 100 t: best g, energy [t]
  ring, 14 sites: 0.009093, -0.011671
  square, 10 sites: 0.011238, -0.017976
  open cube, 8 sites: 0.011818, -0.017723
Growth of nu on rings
  L = about 10: L used = 10, nu = 1.2873
  L = about 100: L used = 102, nu = 2.4477
  L = about 1000: L used = 1002, nu = 3.5901
  L = about 10000: L used = 10002, nu = 4.7405
Small g: d infinite chain, d approximation, lower bound |tau|/d [t]
  g=0.1: 1.8443e-02, 4.5455e-02, 13.67
  g=0.01: 4.1060e-04, 4.9505e-03, 62.01
  g=0.001: 6.4078e-06, 4.9950e-04, 397.40
Approximation for infinite chain: U [t], d, energy [t]
  4: 0.15183, -0.469589
  8: 0.05365, -0.058638
  12: 0.00000, 0.000000
  20: 0.00000, 0.000000
Gutzwiller state, 14-site ring: U [t], g, d, tau [t], energy [t]
  4: 0.45942, 0.128153, -1.043582, -0.530972
  8: 0.18734, 0.039425, -0.533718, -0.218319
  12: 0.10100, 0.013604, -0.287880, -0.124634
  20: 0.05232, 0.003886, -0.144089, -0.066366
  40: 0.02386, 0.000824, -0.063538, -0.030560
Infinite chain, upper bound on energy: U [t], trial g, d, bound [t]
  12: 0.05403, 7.1052e-03, -0.051925
  20: 0.02280, 1.7075e-03, -0.023880
  40: 0.00842, 3.0353e-04, -0.009309
  100: 0.00256, 3.5928e-05, -0.002936
10-site ring, U = 12 t, twist step = 0.02 rad per bond
  stiffness from twist = 0.315469 t
  minus kinetic energy = 0.315523 t
10-site ring, U = 20 t: Gutzwiller energy = -0.075457 t
  exact ground-state energy = -0.138960 t
checks complete
```
